# Maximum turn-off gain of a p-base-gated thyristor

If the gate driver of a gate turn-off thyristor draws too little current, the device does not turn off slowly. It stays on. The stored plasma shrinks, settles at a smaller value and goes on carrying the load current for as long as the gate current is held. To size the driver one must know how much of the anode current has to be taken out through the gate, and also what that amount achieves, since a current that ends the saturated on-state need not be enough to block the supply voltage.

The device has four layers: a p-type anode emitter, a wide n base, a narrow p base that carries the gate contact, and an n-type cathode emitter. The central junction between the two bases is called J2. Take current densities as positive in these directions: \(J_A\) enters the anode, \(J_G\) is drawn out of the gate, and \(J_K\) leaves the cathode. Kirchhoff's law gives

\[
J_K=J_A-J_G .
\]

The external circuit, typically an inductive load, holds \(J_A\) fixed. The n base has no terminal of its own, so the whole of \(J_A\) crosses J2.

Two current gains describe the bases. Let \(\alpha_p\) be the hole current that reaches J2 divided by \(J_A\), and \(\alpha_n\) the electron current that reaches J2 divided by \(J_K\), both measured with no excess carriers at the edges of J2. They belong to the pnp and npn transistors contained in the structure. They are ratios of total currents, not of small changes, and must be taken at the currents that flow at the threshold.

Now balance the holes in the p base. The pnp transistor supplies \(\alpha_pJ_A\), and the gate removes \(J_G\). Of the cathode current \(J_K\), the part \(\alpha_nJ_K\) reaches J2 as electrons. The remainder, \((1-\alpha_n)J_K\), consumes holes, either by recombination in the p base or by injection of holes back into the cathode emitter. The on-state can no longer be fed when the supply left by the gate falls short of this demand:

\[
\alpha_pJ_A-J_G<(1-\alpha_n)(J_A-J_G).
\]

Multiply out the right-hand side:

\[
\alpha_pJ_A-J_G<(1-\alpha_n)J_A-J_G+\alpha_nJ_G .
\]

The term \(-J_G\) cancels. Moving \((1-\alpha_n)J_A\) to the left gives

\[
(\alpha_n+\alpha_p-1)J_A<\alpha_nJ_G .
\]

For \(\alpha_n+\alpha_p>1\) both sides can be divided by positive quantities, and the condition becomes \(J_A/J_G<\beta\), with

\[
\boxed{\beta=\frac{\alpha_n}{\alpha_n+\alpha_p-1}} .
\]

This is the maximum turn-off gain: the largest ratio of anode to gate current at which the gate can bring J2 out of saturation.

To see that this is a true threshold, consider what J2 does in the on-state. It is forward biased and injects carriers back into both bases. The back-injected current \(J_b\) opposes the collected current, and the total must equal \(J_A\):

\[
\alpha_pJ_A+\alpha_nJ_K-J_b=J_A .
\]

Inserting \(J_K=J_A-J_G\) and writing \(J_{th}=J_A/\beta\),

\[
J_b=(\alpha_n+\alpha_p-1)J_A-\alpha_nJ_G=\alpha_n(J_{th}-J_G).
\]

A forward-biased J2 requires \(J_b>0\), hence \(J_G<J_{th}\). For the converse, \(J_b\) must be related to the carrier density at J2, which takes a transport model.

Assume one-dimensional flow, constant lifetimes, and fixed injection efficiencies \(\gamma_1\) at the anode and \(\gamma_3\) at the cathode. The wide n base is flooded: the hole density \(p\) far exceeds the doping \(N_d\), and neutrality makes the electron density equal to \(p\). With \(x\) running from the anode to J2, electric field \(E\), hole mobility \(\mu_p\), hole diffusion constant \(D_p\) and electron-to-hole mobility ratio \(b\), the two currents are

\[
J_p=q\mu_ppE-qD_p\frac{dp}{dx},\qquad
J_n=b\left(q\mu_ppE+qD_p\frac{dp}{dx}\right).
\]

Their sum is \(J_A\), so the drift term is

\[
q\mu_ppE=\frac{J_A-(b-1)qD_p\,dp/dx}{1+b}.
\]

Substituting this into \(J_p\), the factor multiplying \(-qD_p\,dp/dx\) is \((b-1)/(1+b)+1=2b/(1+b)\). Therefore

\[
J_p=\frac{J_A}{1+b}-qD_a\frac{dp}{dx},\qquad D_a=\frac{2bD_p}{1+b}.
\]

The first term is the current that holes would carry by drift in a plasma of uniform density; it is called the drift share below. The additional drift in the field set up by the density gradient is contained in \(D_a\), so the second term is called the diffusion part. Since the first term is constant, steady hole continuity, \(dJ_p/dx=-qp/\tau_n\), reduces to \(D_a\,d^2p/dx^2=p/\tau_n\), with diffusion length \(L_a=\sqrt{D_a\tau_n}\).

At the anode \(J_p=\gamma_1J_A\), so the diffusion part there is

\[
-qD_a\frac{dp}{dx}\bigg|_0=\left(\gamma_1-\frac{1}{1+b}\right)J_A
=\left[\frac{b}{1+b}-(1-\gamma_1)\right]J_A .
\]

With \(p=0\) at J2 the solution is proportional to \(\sinh[(W_n-x)/L_a]\), where \(W_n\) is the base width. Its slope is proportional to \(\cosh[(W_n-x)/L_a]\), so the diffusion part falls by the factor \(\operatorname{sech}(W_n/L_a)\) between anode and J2. Adding the drift share gives

\[
\alpha_p=\frac{1}{1+b}+\left[\frac{b}{1+b}-(1-\gamma_1)\right]\operatorname{sech}\frac{W_n}{L_a}.
\]

In the p base, of width \(W_p\) and uniform doping \(N_a\), the electrons are taken as minority carriers that move by diffusion. The cathode injects \(\gamma_3J_K\), and the same solution gives

\[
\alpha_n=\gamma_3\operatorname{sech}\frac{W_p}{L_n},\qquad L_n=\sqrt{D_n\tau_p}.
\]

Now let the hole density on the n side of J2 be \(p_2\). Because the diffusion equation is linear, this adds the profile \(p_2\cosh(x/L_a)/\cosh(W_n/L_a)\), which has zero slope at the anode and leaves the injected current unchanged. Quasi-equilibrium across J2 makes the product of electron and hole densities equal on its two sides. The electron density on the p side is then \(n_2=p_2(p_2+N_d)/N_a\), if the hole density there is taken as \(N_a\). The slopes of the two added profiles at J2 give

\[
J_b=\frac{qD_a}{L_a}\tanh\!\left(\frac{W_n}{L_a}\right)p_2
+\frac{qD_n}{L_n}\tanh\!\left(\frac{W_p}{L_n}\right)\frac{p_2(p_2+N_d)}{N_a}.
\]

For \(p_2\ge0\) the right-hand side rises steadily from zero. Each \(J_G<J_{th}\) therefore has one saturated steady state. At \(J_G=J_{th}\) its edge density vanishes, and for \(J_G>J_{th}\) there is none.

Take round parameters of the order found in high-voltage silicon devices (with common ionization coefficients, an abrupt junction at the n-base doping chosen here breaks down somewhat below 2.5 kV): \(J_A=50\) A/cm² over 10 cm², so 500 A. The n base has \(W_n=400\) µm, \(D_a=15\) cm²/s, \(\tau_n=15\) µs and \(N_d=5\times10^{13}\) cm⁻³. The p base has \(W_p=30\) µm, \(D_n=18\) cm²/s, \(\tau_p=5\) µs and \(N_a=2\times10^{17}\) cm⁻³. Further, \(b=3\), \(\gamma_1=0.85\) and \(\gamma_3=0.95\). The diffusion lengths are \(L_a=150\) µm and \(L_n=94.9\) µm, and

\[
\alpha_n=0.95\times0.9520=0.904,
\]
\[
\alpha_p=0.25+(0.75-0.15)\times0.1383=0.333 .
\]

The gain follows as

\[
\beta=\frac{0.9044}{0.2374}=3.81,
\]

and the threshold gate current is \(500/3.81=131\) A. Three quarters of \(\alpha_p\) is the drift share 0.25. With diffusion alone and the same \(L_a\), \(\alpha_p\) would be \(0.85\times0.1383=0.118\), and the formula would promise a gain of about 41.

A finite-volume solution of both bases, coupled at J2 by the equal density products, locates the threshold by searching for the gate current at which the saturated state disappears. It does not use the formula for \(\beta\), and it also gives 3.81. Refining the mesh from 50 to 100 cells per base moves this by 0.0003.

The back-injected current can be followed in numbers. Without gate current the relation above requires \(J_b=0.2374\times50=11.9\) A/cm². The computed edge density is \(p_2=6.3\times10^{16}\) cm⁻³, for which the n-base term is 10.0 A/cm² and the p-base term 1.9 A/cm². At half the threshold the net hole supply to the p base is 11.25 A/cm², less than the \(0.333\times50=16.65\) A/cm² that would arrive if J2 injected nothing back. The gate takes 6.56 of it, recombination 2.52 and back injection into the cathode 2.17, which together account for the supply.

The limits of the formula show what a designer trades. As \(\alpha_n+\alpha_p\) falls towards one, \(\beta\) grows without bound, but so little surplus is left that the ungated \(J_b\), and with it the plasma density at J2, goes to zero. Below one the device does not latch, and there is no on-state to turn off. As \(\alpha_p\) approaches one, \(\beta\) approaches one: the gate must take the whole anode current. At fixed \(\alpha_n\),

\[
\frac{\partial\ln\beta}{\partial\alpha_p}=-\frac{1}{\alpha_n+\alpha_p-1},
\]

which is \(-4.2\) here. A rise of \(\alpha_p\) by 0.02 lowers the gain to 3.51. At fixed \(\alpha_p\),

\[
\frac{\partial\beta}{\partial\alpha_n}=\frac{\alpha_p-1}{(\alpha_n+\alpha_p-1)^2}<0,
\]

so raising \(\alpha_n\) alone also lowers the gain. If the sum is held fixed, \(\beta\) is proportional to \(\alpha_n\), and a given surplus is best obtained from a strong npn and a weak pnp transistor.

The threshold says nothing about speed. Let the gate current be switched on at once, starting from the ungated on-state, with \(J_A\) held fixed. At 0.97 times the threshold the computed device is still saturated after 600 µs, in its new steady state with \(p_2=2.2\times10^{15}\) cm⁻³. At 1.03 times the threshold J2 leaves saturation after 37 µs, at 1.20 times after 14 µs, and at 1.80 times after 4.5 µs (4.4 µs once the time step is converged). Halving the time step changes the 1.20 case by 0.05 µs. A driver that works close to the maximum gain thus pays with a long storage time.

Leaving saturation is also not yet blocking. With a clamped inductive load the anode current keeps flowing until the device voltage has reached the supply voltage \(V\). By then a depletion layer of width \(x_d\) has spread into the n base, and the neutral base left for the holes to cross is narrower. In the formula for \(\alpha_p\), \(W_n\) becomes \(W_n-x_d\). If both carriers cross the layer at the saturated velocity \(v_s\), holes add a charge density \(\alpha_pJ_A/v_s\) and electrons subtract \((1-\alpha_p)J_A/v_s\). For a one-sided layer,

\[
x_d=\sqrt{\frac{2\varepsilon V}{qN_{\rm eff}}},\qquad
N_{\rm eff}=N_d+\frac{(2\alpha_p-1)J_A}{qv_s},
\]

which must be solved together with \(\alpha_p\). The electrons entering the layer are also multiplied by a factor \(M\) through impact ionization; ionization by holes is left out. At the limit the collected current satisfies

\[
\alpha_pJ_A+M\alpha_n(J_A-J_G)=J_A .
\]

Collecting terms gives \((M\alpha_n+\alpha_p-1)J_A=M\alpha_nJ_G\), and so

\[
\beta(V)=\frac{M\alpha_n}{M\alpha_n+\alpha_p-1}.
\]

At 1000 V the example has \(x_d=162\) µm, \(\alpha_p=0.486\) and, from a rough ionization law, \(M=1.05\). The gain drops to 2.19 and the gate current needed rises to 228 A. Most of the loss comes from the narrower base, since with \(M=1\) the gain would be 2.32. A gate current of 1.20 times the static threshold, about 157 A, ends saturation but stalls the voltage at about 156 V in this quasi-static model. Above that voltage the collected current would exceed the load current and discharge J2 again. Such a stall dissipates about 7.8 kW/cm², so a real device would not hold it for long, and the isothermal balance does not describe what follows. The plasma swept out while the voltage rises adds a transient hole current that this steady balance omits. The saturated velocity is an idealization too: at 156 V the field in the layer nowhere exceeds about 45 kV/cm, and the holes move more slowly than assumed. Their extra positive charge narrows the layer. With typical field-dependent velocities the stall moves to between about 205 and 235 V, depending on the velocity law, and the gain at 1000 V rises only slightly, from 2.19 to between 2.22 and 2.26.

If the gate contacts the n base, as in a thyristor whose wide, lightly doped base is p-type and whose narrow base is n-type, the roles change. To turn off, \(J_G\) is driven into the n base, so \(J_K=J_A+J_G\), and \(J_K\) is now the full current that crosses J2. The threshold condition \(\alpha_p(J_K-J_G)+\alpha_nJ_K=J_K\) gives

\[
\frac{J_K}{J_G}=\frac{\alpha_p}{\alpha_n+\alpha_p-1}.
\]

The numerator belongs to the transistor whose base is gated.

Real silicon devices of this kind are operated at turn-off gains of roughly 3 to 5, and the static 3.8 lies in this range. The example's gain at 1000 V, about 2.2, lies below it. The example is therefore not a quantitative model of such a device: the lifetimes and injection efficiencies were chosen as round values, any anode shorts are lumped into \(\gamma_1\), and a real p base is diffused rather than uniform. In this example, raising the voltage to 1000 V changes the gain more than warming from 300 to 398 K does. Warming to 398 K, with the squared diffusion lengths growing as \(T^{0.7}\) and all else fixed, lowers the static gain to 3.40. At threshold the electron density at the cathode end of the p base is 0.18 of the doping, so low injection there is only an approximation. Including the extra holes and the electron drift in the p base, with \(\gamma_3\) unchanged, lowers the gain from 3.81 to about 3.77. In the ungated on-state the same density ratio is about one third, so the computed storage times are less certain than the threshold. At threshold the hole density in the n base falls below the doping in a thin layer at J2, so the base is not flooded there. The layer is 0.3 µm wide if the flooded profile is extrapolated, and about 0.08 µm if the doping is kept in the neutral transport equations; both are below the Debye length of 0.6 µm, so neutrality itself is only approximate there. Keeping the doping in those equations changes the gain only from 3.81 to 3.84. Auger recombination in the dense plasma near the anode, which a constant lifetime leaves out, would raise the gain from 3.81 to about 3.9 for a coefficient of \(3.8\times10^{-31}\) cm⁶/s and to about 4.1 for the high-injection value \(1.66\times10^{-30}\) cm⁶/s. The estimated generation leakage at 300 K, about \(10^{-6}\) A/cm², is negligible.

The assumption of one-dimensional flow also has limits. Under a cathode finger of width \(s\), gate current drawn evenly over the area accumulates to \(J_Gy\) per unit length at distance \(y\) from the centre line. In a p base of sheet resistance \(R_s\) the voltage drop from centre to edge is

\[
\Delta V=\int_0^{s/2}J_GR_sy\,dy=\frac{J_GR_ss^2}{8}.
\]

For \(s=300\) µm and \(R_s=41.6\) ohms per square, a value that leaves out the injected carriers, this is 0.061 V at threshold, more than twice \(kT/q=0.026\) V at 300 K. The cathode junction is then biased appreciably less at the finger edges than at the centre, so the edges turn off first and the current is squeezed towards the middle. The gains there must be taken at the higher local density; the resulting shift of \(\beta\) has not been calculated here. The numerical output below lists the parameters of the main example.

## Computed values

```
anode current density 50.0 A/cm2, area 10.0 cm2
n base: width 400 um, D_a 15.0 cm2/s, lifetime 15.0 us
p base: width 30 um, D_n 18.0 cm2/s, lifetime 5.0 us
doping: n base 5.0e+13 cm^-3, p base 2.0e+17 cm^-3
mobility ratio b 3.0, gamma_1 0.85, gamma_3 0.95
diffusion lengths: L_a 150.0 um, L_n 94.9 um
sech(W_n/L_a) 0.1383, sech(W_p/L_n) 0.9520
alpha_n 0.9044, alpha_p 0.3330
alpha_n + alpha_p - 1 = 0.2374
maximum turn-off gain, formula 3.810
maximum turn-off gain, finite volumes 3.810
gain shift, 50 to 100 cells per base 0.00031
threshold gate current density 13.124 A/cm2
threshold cathode current density 36.876 A/cm2
anode current 500 A, threshold gate current 131.2 A
d ln(beta)/d alpha_p -4.213
gain if alpha_p rises by 0.02: 3.514
ungated on-state hole density at J2 6.311e+16 cm^-3
ungated on-state hole density at anode 1.942e+17 cm^-3
half threshold: hole supply to p base 11.253 A/cm2
half threshold: gate takes 6.562 A/cm2
half threshold: recombination takes 2.519 A/cm2
half threshold: cathode back injection takes 2.172 A/cm2
0.97 x threshold: still on after 600 us, J2 density 2.231e+15 cm^-3
storage time at 1.03 x threshold 36.9 us
storage time at 1.20 x threshold 14.15 us
same with half the time step 14.10 us
storage time at 1.80 x threshold 4.50 us
at 1000 V: depletion width 162.2 um
at 1000 V: peak field 0.123 MV/cm, M 1.0456
at 1000 V: alpha_p 0.4860, gain 2.191
at 1000 V: gain without multiplication 2.317
at 1000 V: gate current needed 228.2 A
voltage where 1.20 x threshold stalls 156 V
at 398 K: alpha_n 0.9123, alpha_p 0.3563
at 398 K: gain 3.396
p-base electron density at J3 over doping, at threshold 0.176
layer at J2 where the n base is not flooded 0.290 um
generation leakage of J2 at 300 K 8.66e-07 A/cm2
p-base sheet resistance 41.6 ohm/square, finger 300 um
lateral gate drop 0.061 V, kT/q at 300 K 0.0259 V
```
